# Oxygen permeation through silica with isotope exchange into the network: test program

```python
"""Oxygen permeation through a silica membrane with isotope exchange.

Result under test: exchange leaves the total O2 flux D*C0/L unchanged, while
the label flux leaving the film is reduced by a/sinh(a), a = L/lam,
lam = sqrt(D/k), and label fixed in the network gathers near the surface at
early times, with profile sinh((L-x)/lam)/sinh(a).
Symbols: D diffusivity of O2, k exchange rate per molecular atom, C0 dissolved
O2 at the gas side, N network oxygen density, eps = 2*C0/N, tau = k*eps*t,
m = label atoms in molecules divided by 2*C0, g = labelled network fraction.
The far side is a perfect sink; the gas becomes fully labelled at t = 0.
Lengths are in cm and times in s inside the program.
"""
import numpy as np
from scipy.integrate import solve_ivp, trapezoid
from scipy.sparse import bmat, csc_matrix, diags, identity, kron
from scipy.sparse.linalg import spsolve

NM = 1e-7
D, k, C0, N = 1e-9, 250.0, 5e16, 4.5e22
L_thick, L_thin = 100 * NM, 10 * NM
t_exp = 180.0
lam = np.sqrt(D / k)
eps = 2 * C0 / N
cells = 400


def simulate(L, times):
    """Full coupled equations, back exchange included, on a uniform grid."""
    x = np.linspace(0, L, cells + 1)
    h = L / cells
    s = 1 - x / L                       # local O2 concentration / C0
    hop = D / h**2
    lap = hop * diags([1.0, -2.0, 1.0], [-1, 0, 1],
                      shape=(cells - 1, cells - 1))
    mm = lap - k * identity(cells - 1)
    mg = diags([k * s[1:-1]], [1], shape=(cells - 1, cells))
    gm = diags([k * eps * np.ones(cells - 1)], [-1],
               shape=(cells, cells - 1))
    gg = diags([-k * eps * s[:-1]], [0], shape=(cells, cells))
    A = csc_matrix(bmat([[mm, mg], [gm, gg]]))
    source = np.zeros(2 * cells - 1)
    source[0] = hop                     # gas side, m = 1
    source[cells - 1] = k * eps         # network at the surface
    atol = np.r_[np.full(cells - 1, 1e-9), np.full(cells, 1e-12)]
    y, t0, out = np.zeros(2 * cells - 1), 0.0, {}
    for t in times:
        sol = solve_ivp(lambda _, v: A @ v + source, (t0, t), y,
                        method="Radau", jac=A, rtol=1e-7, atol=atol)
        assert sol.success
        y, t0 = sol.y[:, -1], t
        out[t] = (np.r_[1.0, y[:cells - 1], 0.0], np.r_[y[cells - 1:], 0.0])
    return x, out


def early(x, L, t):
    """Sine-series solution without back exchange: m and g."""
    q = np.arange(1, 801) * np.pi / L
    b = 2 / L * q / (q**2 + lam**-2)
    rate = k + D * q**2
    modes = np.sin(np.outer(x, q))
    steady = np.sinh((L - x) / lam) / np.sinh(L / lam)
    m = steady - modes @ (b * np.exp(-rate * t))
    g = k * eps * (steady * t - modes @ (b * -np.expm1(-rate * t) / rate))
    return m, g


def label_fluxes(m):
    """Label flux in and out, divided by the total atom flux 2*D*C0/L."""
    front = (3 * m[0] - 4 * m[1] + m[2]) * cells / 2
    back = (4 * m[-2] - m[-3] - 3 * m[-1]) * cells / 2
    return front, back


def mean_depth(x, g):
    return trapezoid(x * g, x) / trapezoid(g, x)


def depth_formula(a):
    return lam * (np.sinh(a) - a) / (np.cosh(a) - 1)


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


t_short, t_flux, t_amount = 2e-3, 0.18, 1.8
late = [1.8e3, 1.8e4, 1.8e6]
x, full = simulate(L_thick, [t_short, t_flux, t_amount, t_exp] + late)
x_thin, full_thin = simulate(L_thin, [t_flux, t_amount])

# Transient series against the full equations, before back exchange matters
m_ser, g_ser = early(x, L_thick, t_short)
m_num, g_num = full[t_short]
assert np.max(abs(m_num - m_ser)) < 2e-4
assert np.max(abs(g_num - g_ser)) < 2e-3 * np.max(g_ser)

# Rigorous bounds on the neglected back exchange (1e-5: grid error)
for t in (t_exp, late[0]):
    tau_t = k * eps * t
    m_ser, g_ser = early(x, L_thick, t)
    m_num, g_num = full[t]
    s = 1 - x / L_thick
    assert np.all(m_num - m_ser > -1e-5)
    assert np.all(m_num - m_ser < tau_t * s + 1e-5)
    assert np.all(abs(g_num - g_ser) < tau_t**2 / 2 * s + 1e-5)
    assert close(g_num[0], 1 - np.exp(-tau_t), 1e-5)

# Fluxes, fixed amount and depth for a thick and a thin film
for L, grid, data in ((L_thick, x, full), (L_thin, x_thin, full_thin)):
    a = L / lam
    front, back = label_fluxes(data[t_flux][0])
    assert close(front, a / np.tanh(a), 1e-3)
    assert close(back, a / np.sinh(a), 1e-3)
    g_num = data[t_amount][1]
    fixed = N * trapezoid(g_num, grid)
    assert close(fixed, 2 * D * C0 / lam * np.tanh(a / 2) * t_amount, 5e-3)
    assert close(mean_depth(grid, g_num), depth_formula(a), 5e-3)
assert close(depth_formula(0.01), 0.01 * lam / 3, 1e-3)

a = L_thick / lam
near = x <= lam * (1 + 1e-9)


def near_fraction(g):
    return trapezoid(g[near], x[near]) / trapezoid(g, x)


near_formula = (np.cosh(a) - np.cosh(a - 1)) / (np.cosh(a) - 1)
assert close(near_fraction(full[t_amount][1]), near_formula, 5e-3)

# Lattice walk of single molecules that carry 2, 1 or 0 label atoms
h = L_thick / cells
hop = D / h**2
sites = cells - 1
walk = hop * diags([1.0, -2.0, 1.0], [-1, 0, 1], shape=(sites, sites))
event_rate = 2 * k                      # one random atom replaced per event
change = np.zeros((3, 3))               # column: old state, row: new state
for state, labels in enumerate((2, 1)):
    change[state, state] = -event_rate * labels / 2
    change[state + 1, state] = event_rate * labels / 2
generator = csc_matrix(kron(identity(3), walk)
                       + kron(csc_matrix(change), identity(sites)))
start = np.zeros(3 * sites)
start[0] = 1.0
stay = spsolve(-generator, start).reshape(3, sites)
exits = hop * stay[:, -1]
no_exchange = hop * spsolve(csc_matrix(-walk), start[:sites])[-1]
trapped = hop * spsolve(csc_matrix(k * identity(sites) - walk),
                        start[:sites])[-1]
T = a / np.sinh(a)
T2 = np.sqrt(2) * a / np.sinh(np.sqrt(2) * a)
emerging = np.array([T2, 2 * (T - T2), 1 - 2 * T + T2])
assert close(exits.sum(), no_exchange, 1e-8)
assert np.max(abs(exits / no_exchange - emerging)) < 1e-4
assert close(trapped / no_exchange, T, 1e-3)

# Late limit: the network becomes fully labelled
assert np.all(full[late[2]][1][x <= 0.9 * L_thick] > 0.99)

J = D * C0 / L_thick
tau = k * eps * t_exp
m_exp, g_exp = full[t_exp]
g_early = early(x, L_thick, t_exp)[1]
front, back = label_fluxes(m_exp)
fixed_early = 2 * D * C0 / lam * np.tanh(a / 2) * t_exp
fixed_full = N * trapezoid(g_exp, x)
mobile = 2 * C0 * trapezoid(m_exp, x)
slowest = k + D * (np.pi / L_thick)**2
print(f"film thickness L = {L_thick / NM:.0f} nm")
print(f"O2 diffusivity D = {D:.1e} cm^2/s")
print(f"exchange rate k = {k:.0f} 1/s")
print(f"dissolved O2 at gas side C0 = {C0:.1e} cm^-3")
print(f"network oxygen density N = {N:.1e} cm^-3")
print(f"exposure time = {t_exp:.0f} s")
print(f"exchange length lambda = {lam / NM:.2f} nm")
print(f"a = L/lambda = {a:.3f} (no unit)")
print(f"eps = 2 C0/N = {eps:.3e} (no unit)")
print(f"tau = k eps t = {tau:.4f} (no unit)")
print(f"slowest relaxation time of m = {1e3 / slowest:.2f} ms")
print(f"total O2 flux J = {J:.3e} molecules/(cm^2 s)")
print(f"O2 permeated in exposure = {J * t_exp:.3e} molecules/cm^2")
print("label fluxes divided by total atom flux 2J (no unit):")
print(f"  entering, early formula = {a / np.tanh(a):.4f}")
print(f"  entering, full at {t_exp:.0f} s = {front:.4f}")
print(f"  leaving, early formula T = {T:.5f}")
print(f"  leaving, full at {t_exp:.0f} s = {back:.5f}")
print(f"  immobilised, early formula = {a * np.tanh(a / 2):.4f}")
print("emerging molecules, early formula | lattice walk (no unit):")
for name, p, w in zip(("18O2", "16O18O", "16O2"), emerging,
                      exits / no_exchange):
    print(f"  {name}: {p:.5f} | {w:.5f}")
print(f"total flux, exchange/no exchange = {exits.sum() / no_exchange:.6f}")
print(f"total flux, trapping/no trapping = {trapped / no_exchange:.5f}")
print(f"fixed label, early formula = {fixed_early:.3e} atoms/cm^2")
print(f"fixed label, full = {fixed_full:.3e} atoms/cm^2")
print(f"mobile label, full = {mobile:.3e} atoms/cm^2")
print(f"mean depth of fixed label, early = {depth_formula(a) / NM:.2f} nm")
print(f"mean depth of fixed label, full = {mean_depth(x, g_exp) / NM:.2f} nm")
print(f"mean depth of all O2 = {mean_depth(x, 1 - x / L_thick) / NM:.2f} nm")
print(f"fixed label within lambda, early = {near_formula:.4f} (no unit)")
print(f"fixed label within lambda, full = {near_fraction(g_exp):.4f} (no unit)")
print(f"all O2 within lambda = {near_fraction(1 - x / L_thick):.4f} (no unit)")
print("labelled network fraction g, early | full (no unit):")
for i in (0, 80, 160, 240, 320):
    print(f"  x = {x[i] / NM:.0f} nm: {g_early[i]:.5f} | {g_exp[i]:.5f}")
a_thin = L_thin / lam
print(f"thin film L = {L_thin / NM:.0f} nm: T = "
      f"{a_thin / np.sinh(a_thin):.4f} (no unit)")
print(f"thin film mean depth, early = {depth_formula(a_thin) / NM:.3f} nm")
print("longer exposure, thick film, full solution:")
for t in late:
    g_t = full[t][1]
    print(f"  t = {t:.1e} s: mean depth = {mean_depth(x, g_t) / NM:.2f} nm, "
          f"g(L/2) = {g_t[cells // 2]:.4f}")
print("PASS")
```

It prints:

```
film thickness L = 100 nm
O2 diffusivity D = 1.0e-09 cm^2/s
exchange rate k = 250 1/s
dissolved O2 at gas side C0 = 5.0e+16 cm^-3
network oxygen density N = 4.5e+22 cm^-3
exposure time = 180 s
exchange length lambda = 20.00 nm
a = L/lambda = 5.000 (no unit)
eps = 2 C0/N = 2.222e-06 (no unit)
tau = k eps t = 0.1000 (no unit)
slowest relaxation time of m = 2.87 ms
total O2 flux J = 5.000e+12 molecules/(cm^2 s)
O2 permeated in exposure = 9.000e+14 molecules/cm^2
label fluxes divided by total atom flux 2J (no unit):
  entering, early formula = 5.0005
  entering, full at 180 s = 4.7833
  leaving, early formula T = 0.06738
  leaving, full at 180 s = 0.07411
  immobilised, early formula = 4.9331
emerging molecules, early formula | lattice walk (no unit):
  18O2: 0.01201 | 0.01201
  16O18O: 0.11074 | 0.11075
  16O2: 0.87725 | 0.87724
total flux, exchange/no exchange = 1.000000
total flux, trapping/no trapping = 0.06739
fixed label, early formula = 8.880e+15 atoms/cm^2
fixed label, full = 8.676e+15 atoms/cm^2
mobile label, full = 2.039e+11 atoms/cm^2
mean depth of fixed label, early = 18.91 nm
mean depth of fixed label, full = 19.28 nm
mean depth of all O2 = 33.33 nm
fixed label within lambda, early = 0.6406 (no unit)
fixed label within lambda, full = 0.6320 (no unit)
all O2 within lambda = 0.3600 (no unit)
labelled network fraction g, early | full (no unit):
  x = 0 nm: 0.10000 | 0.09516
  x = 20 nm: 0.03678 | 0.03605
  x = 40 nm: 0.01350 | 0.01356
  x = 60 nm: 0.00489 | 0.00501
  x = 80 nm: 0.00158 | 0.00165
thin film L = 10 nm: T = 0.9595 (no unit)
thin film mean depth, early = 3.306 nm
longer exposure, thick film, full solution:
  t = 1.8e+03 s: mean depth = 22.47 nm, g(L/2) = 0.0907
  t = 1.8e+04 s: mean depth = 38.87 nm, g(L/2) = 0.7239
  t = 1.8e+06 s: mean depth = 49.93 nm, g(L/2) = 1.0000
PASS
```
